\section*{What one hour at 360 K costs a magnetic bit}

\section{Problem}

A magnetic bit stores its value in the direction of a magnetic moment. Two opposite directions have equal energy, and an energy barrier $E$ separates them. Thermal agitation occasionally carries the moment over the barrier, and the stored value is then lost. The barrier does not depend on temperature, and it equals $60\,kT$ at $300$~K, where $k$ is Boltzmann's constant. The bit spends one hour at $360$~K. How long would it have to stay at $300$~K to suffer the same loss of retention?

Three conventions make the question definite.

\begin{enumerate}
\item The bit leaves either state at the Arrhenius rate
\begin{equation}
\Gamma(T)=f_0\,e^{-E/kT},
\label{eq:arr}
\end{equation}
where the attempt rate $f_0$ is the same at both temperatures. This law holds for barriers much higher than $kT$.
\item No magnetic field acts on the bit, so the rates in the two directions are equal.
\item Two thermal histories cost the same retention if they leave the same probability $p$ of finding the bit flipped.
\end{enumerate}

The subscripts c and h denote the cold and the hot temperature, $T_c=300$~K and $T_h=360$~K. The barrier measured in thermal units is $\Delta(T)=E/kT$, with $\Delta_c=60$.

\section{First estimate by scaling}

The rate depends on temperature through the ratio $E/kT$. Warming from $300$~K to $360$~K raises $kT$ by the fraction
\begin{equation}
x=\frac{T_h-T_c}{T_c}=\frac{60}{300}=0.20 .
\end{equation}
To first order in $x$, a quantity proportional to $1/T$ falls by the same fraction. The exponent therefore drops by about
\begin{equation}
\Delta_c\,x=60\times0.20=12,
\end{equation}
and the rate rises by about $e^{12}\approx1.6\times10^{5}$. One hot hour should then cost as much as $1.6\times10^5$ cold hours. With $8766$ hours in a year, this is about $19$ years.

The estimate shows that a modest change of temperature turns hours into years. Its weak point is that the error sits in an exponent. A fifth of $60$ is a large number, and a small relative error in it becomes a large factor in the time.

\section{Exact solution of the model}

\subsection{The barrier in thermal units}

The fixed barrier energy is
\begin{equation}
E=60\,k\,(300~\mathrm{K})=k\,(18000~\mathrm{K})=1.55~\mathrm{eV}.
\end{equation}
The label ``$60\,kT$'' belongs to $300$~K. At $360$~K the same energy is a smaller multiple of $kT$:
\begin{equation}
\Delta_h=\frac{E}{kT_h}=\frac{18000}{360}=50 .
\end{equation}

\subsection{What measures the loss}

Let $p(t)$ be the probability that the bit is flipped at time $t$, with $p(0)=0$. Unflipped bits, a fraction $1-p$, flip at the rate $\Gamma$. Flipped bits, a fraction $p$, return at the same rate. Hence
\begin{equation}
\frac{dp}{dt}=\Gamma(1-p)-\Gamma p=\Gamma\,(1-2p).
\label{eq:rate}
\end{equation}
The temperature may vary in time, so that $\Gamma$ stands for $\Gamma(T(t))$. Put $q=1-2p$. Then $dq/dt=-2\,dp/dt=-2\Gamma q$, with $q(0)=1$. Dividing by $q$ and integrating gives $\ln q=-2X$, where
\begin{equation}
X=\int_0^t\Gamma\bigl(T(t')\bigr)\,dt'
\label{eq:X}
\end{equation}
is the exposure, a pure number. Returning to $p=(1-q)/2$,
\begin{equation}
p=\tfrac12\left(1-e^{-2X}\right).
\label{eq:p}
\end{equation}

The flipped probability rises steadily with $X$ and depends on nothing else. Two histories therefore cost the same if and only if their exposures are equal. The order of warm and cool periods does not matter, because exposures add. For large $X$ the probability tends to $1/2$, and the bit has forgotten its value. For small $X$, the expansion $e^{-2X}=1-2X+2X^2-\dots$ gives $p=X-X^2+\dots$, so that $p\approx X$ with a relative error of about $X$.

Equation~\eqref{eq:p} was tested in a case where the temperature changes and $p$ is not small. The barrier was lowered to $35\,kT$ at $300$~K, with $f_0=10^9~\mathrm{s^{-1}}$, and the temperature followed $300~\mathrm{K}+(60~\mathrm{K})\sin^2(\pi t/1~\mathrm{h})$ for one hour. The exposure is then $X=0.2058$. Direct integration of the rate equations gives $p=0.1687$, and so does Eq.~\eqref{eq:p}. The approximation $p\approx X$ would be visibly wrong here.

\subsection{The equivalent time}

At constant temperature the exposure is the rate multiplied by the time. Equal exposures require
\begin{equation}
\Gamma(T_c)\,t_c=\Gamma(T_h)\,t_h .
\end{equation}
Inserting Eq.~\eqref{eq:arr} and dividing by $\Gamma(T_c)\,t_h$ cancels $f_0$:
\begin{equation}
\frac{t_c}{t_h}=\frac{f_0e^{-\Delta_h}}{f_0e^{-\Delta_c}}
=e^{\Delta_c-\Delta_h}.
\label{eq:ratio}
\end{equation}
Since $\Delta_h=\Delta_cT_c/T_h$, this can also be written as
\begin{equation}
\frac{t_c}{t_h}=\exp\left[\Delta_c\left(1-\frac{T_c}{T_h}\right)\right].
\label{eq:general}
\end{equation}
For the given bit the exponent is $60-50=10$, and with $t_h=1$~h
\begin{equation}
t_c=e^{10}~\mathrm{h}=22026~\mathrm{h}
=\frac{22026}{8766}~\text{years}\approx2.5~\text{years}.
\label{eq:answer}
\end{equation}

One hour at $360$~K thus costs as much retention as about two and a half years at $300$~K. Neither the attempt rate nor the error level that the user tolerates enters the answer. As a test, the populations of the two states were computed from the rate matrix, and the time at $300$~K was adjusted until the flipped populations agreed. This gave $22026.5$~h for $f_0=10^9~\mathrm{s^{-1}}$ and the same for $f_0=10^{10}~\mathrm{s^{-1}}$.

\subsection{The size of the loss itself}

A cost of 2.5 years does not mean that the bit is nearly worn out. The absolute loss requires a value of $f_0$. With the round value $f_0=10^9~\mathrm{s^{-1}}$, the hot rate is $\Gamma(T_h)=1.93\times10^{-13}~\mathrm{s^{-1}}$, and one hour gives
\begin{equation}
p\approx X=(1.93\times10^{-13}~\mathrm{s^{-1}})(3600~\mathrm{s})
=6.9\times10^{-10}.
\end{equation}
The mean waiting time for a reversal, $1/\Gamma$, is $1.6\times10^{5}$ years at $360$~K and $3.6\times10^{9}$ years at $300$~K.

A single bit is safe in either case, but a memory holds many. In an array of $10^9$ such bits, the hot hour produces $0.69$ flips on average. One hour at $300$~K produces $3.2\times10^{-5}$. If the bits flip independently, the probability that the whole array survives the hot hour without error is $e^{-0.69}\approx0.5$. The same even odds apply to 2.5 years at $300$~K.

\section{Comparison of the two}

The scaling estimate gave 19 years and the exact solution gives 2.5 years. To trace the difference, write $T_h=T_c(1+x)$ in Eq.~\eqref{eq:general}:
\begin{equation}
\Delta_c\left(1-\frac{1}{1+x}\right)=\Delta_c\,\frac{x}{1+x}.
\end{equation}
The estimate replaced the denominator by 1. It exceeds the true exponent by
\begin{equation}
\Delta_cx-\Delta_c\frac{x}{1+x}=\Delta_c\frac{x^2}{1+x}
=\frac{60\times0.04}{1.2}=2 ,
\label{eq:excess}
\end{equation}
and the time is too long by the factor $e^2\approx7.4$. An error of 20\,\% in the exponent, relative to the true value, has become a factor of seven in the result.

Equation~\eqref{eq:excess} also tells when the estimate is good. The excess must be much less than 1, which for small $x$ means $x\ll1/\sqrt{\Delta_c}=0.13$, or a warming much less than $39$~K. For a warming of $10$~K, $x=1/30$ and the excess is $0.065$, so the estimated time is only about 7\,\% too long.

The same difference can be read as a change of slope. From Eq.~\eqref{eq:arr},
\begin{equation}
\frac{d\ln\Gamma}{dT}=\frac{E}{kT^2}.
\label{eq:slope}
\end{equation}
At $300$~K the slope is $18000/300^2=0.20$ per kelvin, and $60$~K at this slope give the exponent 12. At $360$~K it is $0.139$ per kelvin, which gives $8.3$ and a time of about half a year. The true exponent can be written as
\begin{equation}
\frac{E}{k}\left(\frac1{T_c}-\frac1{T_h}\right)
=\frac{E}{k}\,\frac{T_h-T_c}{T_cT_h},
\end{equation}
which is the geometric mean of the two estimates: $\sqrt{12\times8.33}=10$. The slope at the middle temperature, $330$~K, is a better choice than either end. It gives the exponent $9.92$ and a time of 2.3 years.

\subsection{Other temperatures}

Half the warming does not have half the effect. For one hour at $330$~K, Eq.~\eqref{eq:general} gives the exponent $60(1-300/330)=5.45$, and $t_c=e^{5.45}~\mathrm{h}\approx230$~h, or about ten days. The second $30$~K multiplies this by a further factor of about 94.

When $T_h\to T_c$ the exponent vanishes and $t_c\to t_h$, as it must. When $T_h$ grows without limit, Eq.~\eqref{eq:general} tends to $e^{\Delta_c}$. That limit is formal, because the Arrhenius law fails once $kT$ is comparable with the barrier.

\section{What the fixed barrier and fixed attempt rate leave out}

\subsection{A barrier that softens}

Suppose that the barrier is still $60\,kT$ at $300$~K but is lower by a fraction $s$ at $360$~K. Then $\Delta_h=50(1-s)$, and Eq.~\eqref{eq:ratio} becomes
\begin{equation}
\frac{t_c}{t_h}=e^{60-50(1-s)}=e^{10+50s}.
\end{equation}
The large number 50 multiplies $s$. A softening of 1\,\% changes the equivalent time from 2.5 to 4.1 years, and a softening of 10\,\% changes it to about 370 years. The answer of the problem therefore rests heavily on the statement that the barrier is independent of temperature. It rests as heavily on the temperatures: an error of 1\,\% in $T_h$, or $3.6$~K, changes the time by nearly the same factor as a softening of 1\,\%.

\subsection{An attempt rate that varies}

The attempt rate can be examined in a definite model. Let the moment be rigid, with energy $-Ez^2$, where $z$ is the cosine of its angle $\theta$ to the easy axis. The stable states are $z=\pm1$, and the top of the barrier is $z=0$. Precession about the axis leaves $z$ unchanged, while damping and thermal agitation make it drift and diffuse.

Let $P(z)$ be the probability density in $z$. On the unit sphere, the diffusive flow along $\theta$ crosses a circle of length $2\pi\sin\theta$, and $\partial/\partial\theta=-\sin\theta\,\partial/\partial z$. The two factors of $\sin\theta$ combine to $1-z^2$. With $u=-\Delta z^2$ for the energy divided by $kT$, the current towards larger $z$ is
\begin{equation}
J=-D(1-z^2)\left(\frac{dP}{dz}+P\frac{du}{dz}\right)
=-D(1-z^2)\,e^{-u}\frac{d}{dz}\left(Pe^{u}\right).
\end{equation}
It vanishes for $P\propto e^{-u}$, as thermal equilibrium demands. The diffusion coefficient is $D=\mu kT$, and the mobility $\mu$ is taken to be independent of temperature.

Now feed in moments at $z=1$ at unit rate and remove them at $z=0$. In the steady state $J=-1$ everywhere between, and $P(0)=0$. Integrating from $0$ to $y$,
\begin{equation}
P(y)=e^{-u(y)}\int_0^y\frac{e^{u(z)}}{D(1-z^2)}\,dz .
\end{equation}
At unit feeding rate, the number of moments present equals the mean time $\tau$ that each one needs to reach the top. Integrating $P$ over $y$ and exchanging the order of integration,
\begin{equation}
\tau=\frac1{\mu kT}\int_0^1dz\,\frac{e^{-\Delta z^2}}{1-z^2}
\int_z^1dy\,e^{\Delta y^2}.
\label{eq:tau}
\end{equation}
From the top, the moment falls to either side with equal chance. This doubles the reversal time at both temperatures and cancels in their ratio.

For large $\Delta$, the outer integral comes from small $z$ and equals about $\frac12\sqrt{\pi/\Delta}$. The inner one comes from $y$ near 1, where $y^2\approx1-2(1-y)$, and equals about $e^{\Delta}/(2\Delta)$. Since $1/kT=\Delta/E$,
\begin{equation}
\tau\approx\frac{\Delta}{\mu E}\cdot\frac12\sqrt{\frac{\pi}{\Delta}}
\cdot\frac{e^{\Delta}}{2\Delta}
=\frac{\sqrt\pi}{4\mu E}\,\frac{e^{\Delta}}{\sqrt\Delta}.
\end{equation}
The rate is proportional to $\sqrt\Delta\,e^{-\Delta}$. The Arrhenius exponent is confirmed for this model, and the factor $e^{10}$ is multiplied by $\sqrt{50/60}=0.913$. Numerical evaluation of Eq.~\eqref{eq:tau} gives $0.910$. The equivalent time becomes 2.3 years instead of 2.5, a small change beside that caused by softening. This holds for a rigid moment with fixed mobility. A cell that reverses by forming and moving a domain wall is not described by this model.

\subsection{Bits that are not alike}

In an array the barriers differ from bit to bit. Let $\Delta_c$ have a Gaussian distribution with mean 60 and standard deviation $w$, at fixed $f_0$, and let flips be rare, so that $p\approx X$. With $a=T_c/T$, the mean rate contains the average of $e^{-a\Delta_c}$. Write $\Delta_c=60+v$ and complete the square:
\begin{equation}
-av-\frac{v^2}{2w^2}=-\frac{(v+aw^2)^2}{2w^2}+\frac{a^2w^2}{2}.
\end{equation}
The shifted Gaussian integrates to the same value as the original one, so the average is $e^{-60a+a^2w^2/2}$. At $300$~K $a=1$, and at $360$~K $a=5/6$. The ratio of the mean rates is
\begin{equation}
\frac{t_c}{t_h}=\exp\left[10-\frac{w^2}{2}\left(1-\frac{25}{36}\right)\right].
\end{equation}
For $w=3$ the exponent is $10-1.375=8.625$, and the equivalent time falls to $0.635$ years. A numerical average of the full Eq.~\eqref{eq:p} over the distribution, with $f_0=10^9~\mathrm{s^{-1}}$, gives the same value. The formula fails for wider spreads, because the weak bits that dominate the average then saturate at $p=1/2$ and $f_0$ no longer cancels. For $w=5$ the full average gives $0.10$ years, against $0.055$ from the formula.

The shorter equivalent time is not good news. The spread raises the mean rate at $360$~K by $e^{3.125}\approx23$, and at $300$~K by $e^{4.5}\approx90$. Both temperatures have become worse, the lower one by more. The shift $-aw^2$ shows which bits are responsible: those with $\Delta_c$ near 51 at $300$~K and near $52.5$ at $360$~K. By Eq.~\eqref{eq:slope}, the flip rate over a lower barrier depends less strongly on temperature.

\subsection{The oven}

By Eq.~\eqref{eq:slope}, the rate at $360$~K rises by about 14\,\% per kelvin. If the oven is in fact at $361$~K, the hour costs 15\,\% more. These figures, and the ramp weights below, hold for a fixed barrier. If the barrier falls linearly by 10\,\% over the $60$~K, the slope $d\ln\Gamma/dT=E/kT^2-(dE/dT)/kT$ at $360$~K is $0.125+0.083=0.21$ per kelvin, and one kelvin costs about 23\,\% more.

Heating and cooling add exposure too. Consider a linear ramp of duration $r$ between the two temperatures. At $T=T_h-\delta$ the exponent is lower than at $T_h$ by about $E\delta/kT_h^2$, and the time spent per unit of $\delta$ is $r/(T_h-T_c)$. Integrating over $\delta$, with the upper limit taken to infinity, gives the equivalent time at $T_h$:
\begin{equation}
\frac{r}{T_h-T_c}\,\frac{kT_h^2}{E}
=r\,\frac{360^2}{60\times18000}=0.12\,r .
\end{equation}
The full integral gives $0.1155\,r$. Two ramps of five minutes count as $1.2$ minutes at $360$~K, or 2\,\% of the hour.

\section{The model beside a real memory cell}

The parameters are round numbers in the regime of a perpendicular spin-transfer-torque memory cell, for which a barrier of some tens of $kT$ and an attempt rate of order $10^9~\mathrm{s^{-1}}$ are rough typical values. In such a cell the magnetization and the interface anisotropy decrease on warming. The barrier is set by the interface anisotropy less a demagnetizing term that scales as the square of the magnetization. It decreases on warming if the anisotropy falls at least as fast as that square, by an amount that depends on how nearly the two terms cancel. This breaks an assumption to which the answer is very sensitive. With the barrier at $300$~K held at $60\,kT$, the 10\,\% softening considered above, a rough illustration and not a measured value, lengthens the equivalent time from 2.5 to about 370 years. The cancellation of $f_0$ also presumes that the barrier is known independently. Suppose the value $60$ was inferred from a rate measured at $300$~K with an assumed $f_0=10^9~\mathrm{s^{-1}}$, while the true attempt rate is $10^{12}~\mathrm{s^{-1}}$. Then $\Delta_c=60+\ln10^3=66.9$, and the equivalent time is about 8 years. A rate this low, about $0.3$ flips a year in $10^9$ bits, can hardly be measured directly. If the rate is taken instead at $360$~K, then $\Delta_h=50+\ln10^3=56.9$, $\Delta_c=68.3$, and the time is about 10 years. Stray fields can also make the two states unequal. Equation~\eqref{eq:p} then no longer applies, and once flips are common the order of warm and cool periods matters. While flips are rare, the barrier out of the stored state is then the one that counts. If it is $54\,kT$ at $300$~K, Eq.~\eqref{eq:general} gives $e^{9}$ hours, or $0.9$ years. Quantum effects on the motion within a well should be small: for a precession frequency $f$ of $10$~GHz, again a rough value, $hf/k=0.48$~K, far below the temperature of use. This comparison of scales is not a calculation of the tunnelling rate.

For a bit that does have a fixed barrier and a fixed attempt rate, the result can be used as a budget. Ten years at $300$~K have the same exposure as $10/2.5=4$ hours at $360$~K. If the error allowance of a product just covers ten years at $300$~K, those four hours use it up. A product with margin beyond ten years would have some allowance left. The main computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Low temperature: 300 K
High temperature: 360 K
Barrier energy: 1.5511 eV
Barrier energy / k: 18000 K
Barrier / kT at 300 K: 60.00
Barrier / kT at 360 K: 50.00
Attempt rate: 1.0e+09 1/s
Reversal rate at 300 K: 8.757e-18 1/s
Reversal rate at 360 K: 1.929e-13 1/s
Mean reversal time, 300 K: 3.619e+09 years
Mean reversal time, 360 K: 1.643e+05 years
Rate ratio exp(10): 22026.5
Hours in a year: 8766 h
Equivalent time, formula: 2.5127 years
Equivalent time, matched populations: 22026.5 h
Same with attempt rate x10: 22026.5 h
Flip probability, 1 h at 360 K: 6.943e-10
Flip probability, 1 h at 300 K: 3.152e-14
Bits in array: 1.0e+09
Expected flips, 1 h at 360 K: 0.694
Expected flips, 1 h at 300 K: 3.152e-05
Pulse test, barrier / kT at 300 K: 35.0
Pulse test, exposure: 0.205793
Pulse test, flipped, rate equations: 0.168700
Pulse test, flipped, formula: 0.168700
Equivalent time, barrier 1 % lower at 360 K: 4.14 years
Equivalent time, barrier 10 % lower at 360 K: 372.92 years
Attempt-rate correction sqrt(50/60): 0.9129
Same from full diffusion integral: 0.9097
Equivalent time, diffusing moment: 2.286 years
Spread of barrier / kT at 300 K: 3.0
Equivalent time, array with spread: 0.635 years
Same from spread formula: 0.635 years
Slope of ln(rate) at 360 K: 13.89 % per K
Extra cost if oven is at 361 K: 14.86 %
Duration of each ramp: 5.0 min
Ramp weight, quadrature: 0.1155
Ramp weight, estimate: 0.1200
Two ramps, as time at 360 K: 1.155 min
Precession frequency: 10.0 GHz
Quantum temperature hf/k: 0.480 K
\end{verbatim}
